Why the proximity parameter η is not the electron backscatter yield

**Question**

I am setting up proximity correction for 100 nm of PMMA on silicon, exposed at 30 000 eV. The correction uses two Gaussians, and I have been given η ≈ 0.7 as "the backscatter coefficient". But fewer than one electron in five is supposed to come back out of silicon. How can 0.7 of the exposure come from less than 0.2 of the electrons? Is one of the numbers wrong, or should I enter the yield as η?

**Answer**

Do not enter the yield. The two numbers answer different questions: the yield counts electrons, while η compares energies left in the resist. A returning electron usually crosses the film obliquely and more slowly than the incident one, and both differences make it deposit more energy there. Whether this accounts for all of your 0.7 is a separate matter, which needs numbers.

**What η measures**

The energy deposited in the resist at distance r from a point exposure is modelled as

f(r) = [exp(−r²/α²)/α² + η exp(−r²/β²)/β²] / [π(1 + η)].

The narrow term, of width α, describes the incident beam; the broad one, of width β, describes electrons returning from the substrate. With s = r²/β²,

∫₀^∞ exp(−r²/β²)/β² · 2πr dr = π ∫₀^∞ exp(−s) ds = π.

The narrow term gives π in the same way. The area-integrated energies are therefore in the ratio η : 1, and f integrates to one. So η = 0.7 does not mean that 0.7 of the exposure comes from returning electrons: their share is η/(1 + η) = 0.7/1.7 ≈ 0.41. That is still well above their share by number.

I call energy "forward" if an electron deposits it before first entering the silicon, and "returning" if it does so afterwards. The yield b is the number of electrons leaving the target per incident electron. Electrons that leave are assumed not to come back.

**From yield to η**

Let N electrons arrive at normal incidence with energy E₀ on a film of thickness t. Let S(E) be the resist's stopping power, the energy lost per unit path length. If the film is thin enough for energy and direction to change little inside it, the forward energy is

W_f = N S(E₀) t.

Let N_b electrons come back. Electron j has energy E_j and travels at an angle to the surface normal whose cosine is μ_j. Its path through the film is t/μ_j, so

W_r = Σ_j S(E_j) t/μ_j.

Divide the two. The thickness cancels, and multiplying and dividing by N_b gives

η = W_r/W_f = (N_b/N) · (1/N_b) Σ_j S(E_j)/[S(E₀) μ_j]
  = b ⟨S(E)/[S(E₀) μ]⟩,

where the average runs over the returning electrons.

If every electron came back at full energy along the normal, the average would be 1 and η would equal b. Otherwise 1/μ ≥ 1, and S(E) ≥ S(E₀) as long as S falls with increasing energy, as it does here over the energies followed. Within the thin-film law, η is then at least b.

**The oblique path**

Suppose the number of emerging electrons per unit solid angle is proportional to μ. Since dΩ = 2π dμ after integration over azimuth, the normalised distribution is 2μ dμ on 0 < μ < 1, and

⟨1/μ⟩ = ∫₀¹ (1/μ) 2μ dμ = 2.

Geometry alone would then double the deposit per electron. This cosine law is a reference case; the transport calculation below gives 1.75.

**The slower electron**

In atomic units I use the Bethe form

S = 4πnZL/v²,

where n is the number density of atoms, Z their atomic number and v the electron speed. With J the mean excitation energy, τ the kinetic energy over the rest energy and γ = 1 + τ,

L = ln[(E/J + 0.85)√(1 + τ/2)] + F/2,
F = [1 + τ²/8 − (2τ + 1) ln 2]/γ².

The 0.85 is an empirical low-energy modification. At low speed v² = 2E, so S varies roughly as 1/E, softened by the logarithm. For PMMA the formula gives 1.119 eV/nm at 30 000 eV and 1.910 eV/nm at 15 000 eV. Halving the energy thus multiplies the deposit per length by 1.71. The factor is below 2 because L falls and because v² falls by slightly less than half at these speeds.

**Following electrons through silicon**

The yield and the exit distribution come from a simulation of individual electron paths. An atom is represented by the screened potential V = −Z exp(−r/a)/r, with a = 0.885 Z^(−1/3). For momentum transfer q, the first Born approximation with relativistic mass γ gives

f_B = −(γ/2π) ∫ exp(i**q**·**r**) V d³r
  = (2γZ/q) ∫₀^∞ sin(qr) exp(−r/a) dr
  = 2γZ/(q² + a⁻²).

The second line is the angular integral, 4π sin(qr)/(qr). The third uses ∫₀^∞ sin(qr) exp(−r/a) dr = q/(q² + a⁻²).

For momentum p and deflection θ, put x = 1 − cos θ, so that q² = 2p²x. With A = 1/(4p²a²),

q² + a⁻² = 2p²(x + 2A),
|f_B|² = γ²Z²/[p⁴(x + 2A)²].

Since dΩ = 2π dx, the total cross-section is

σ = (2πγ²Z²/p⁴) ∫₀² dx/(x + 2A)²
 = (2πγ²Z²/p⁴) [1/(2A) − 1/(2 + 2A)]
 = πγ²Z²/[p⁴A(1 + A)].

To draw an angle, set a uniform random number R equal to the fraction of the cross-section below x:

R = (1 + A)x/(x + 2A), hence x = 2AR/(1 + A − R).

Path lengths between collisions are exponentially distributed with mean 1/(nσ), and energy is lost continuously at the rate S. In silicon at 30 000 eV the mean free path in this model is 43.6 nm and A = 8.17 × 10⁻⁴, so most deflections are small. This length belongs to the single-exponential potential. A Hartree–Fock free atom in the same Born approximation gives about 24 nm, because it scatters more at very small angles, while the transport mean free path, which governs backscattering, grows by only about 5%.

The inputs are rounded: density 2.33 g/cm³ and J = 173 eV for silicon, 1.19 g/cm³ and 74 eV for PMMA. PMMA is represented by equal effective atoms that preserve the sums of Z and Z² over its formula unit.

**The numbers for silicon**

For 24 000 incident electrons on bare silicon, b = 0.156 ± 0.002. Errors marked ± are one standard error from the finite number of electrons; they do not include errors of the model. The mean exit energy is about 18 100 eV, and

⟨1/μ⟩ = 1.754,  ⟨S(E)/S(E₀)⟩ = 1.670.

These two averages carry statistical errors of about ± 0.025 and ± 0.013. Energy and angle are not independent, so the average of the product need not equal the product of the averages. Here their ratio is 0.985, and

η = 0.1557 × 1.754 × 1.670 × 0.985 = 0.449.

The geometric and slowing factors are of similar size, and together they nearly triple the yield.

As a test, a separate simulation with a 10 nm PMMA film in place added up the energy deposited inside it. It gave η = 0.462 ± 0.015, against 0.449 ± 0.009 from the law.

For your 100 nm film, the same scoring gives 112.9 eV forward and 57.5 eV returning per incident electron:

η = 57.5/112.9 = 0.51.

This is 3.27 times the bare-silicon yield. The value depends on the atomic potential: with Hartree–Fock atoms in place of the single-exponential screening (not part of the output below), b falls by about 0.01 and η by about 0.04, to about 0.47, and the isolated-line dose computed below falls by about 2%. Splitting the deposited energy at a radius of 200 nm, instead of by each electron's history, also gives 0.51. That split is closer to what a fit of two widths sees.

The thicker film can be treated partly by hand. Define the range R_p(E) = ∫ dE′/S(E′), taken up to E. On a straight path, the energy E′ left after crossing satisfies

R_p(E′) = R_p(E) − t/μ,

and an electron whose range is shorter than t/μ deposits everything. This gives 0.458 ± 0.010, below the scored 0.509 ± 0.012. The straight-path estimate leaves out deflection in the film, which lengthens paths and can send electrons back into the silicon. How much of the gap this explains was not tested.

**Why energy conservation is safe**

Electrons leaving bare silicon carry away 0.1557 × 18 096 ≈ 2 820 eV per incident electron. The 57.5 eV deposited in the film is about 2% of that. The forward deposit, 112.9 eV, is about 0.4% of the incident 30 000 eV. The film samples a small part of each stream, and it samples the returning one more efficiently. A ratio of two such samples is not limited by the ratio of electron numbers, nor by one.

A gold substrate shows this within the same model: b = 0.52, while the thin-film η is 1.10 ± 0.03. The Born cross-section is crude for so heavy an atom, so this illustrates that η can exceed one and is not a design value for gold.

**What happens if you enter b**

Take the forward level inside a large exposed area as 1. At the centre of a pad much wider than β, both Gaussians are fully collected and the level is 1 + η. For an isolated line of width w, much longer than β, integrating the Gaussians over it gives, at its centre,

level = erf[w/(2α)] + η erf[w/(2β)].

I choose α = 10 nm. The simulation gives β ≈ 3 500 nm from the root-mean-square radius of the returning energy. For w = 200 nm the first term is 1 to the digits used, and the second is 0.016.

Suppose the pad needs 300 µC/cm². For the line centre to receive the same energy, its dose must be

300 × 1.509/1.016 ≈ 446 µC/cm².

With b in place of η, the calculation returns 345 µC/cm². The line then gets 345/446 = 0.77 of its intended exposure, a shortfall of about 23%, with the pad dose held fixed.

A dense grating lies in between. Let lines of width w repeat with period P, and let ρ = w/P. Blurring by the broad Gaussian multiplies the mth harmonic of the pattern by exp(−π²m²β²/P²), which is negligible when P ≪ β. The average ρ survives, so the level at a line centre is

1 + ρη, provided w ≫ α and the grating extends well beyond β in both directions.

For 200 nm lines at a 400 nm period this is 1 + 0.509/2 = 1.25, and an explicit sum over lines agrees. The grating dose is then 300 × 1.509/1.2546 ≈ 361 µC/cm².

**Does this explain your 0.7?**

It explains why η is several times b, but this calculation gives 0.51, not 0.7. Reaching 0.7 with b = 0.156 would need a factor of 4.5 instead of 3.3. Several omissions could matter.

- **Deflection by atomic electrons.** Replacing Z² by Z(Z + 1) in the silicon cross-section is a simple estimate of its size. It raises b to 0.169 and the thin-film η from 0.449 to 0.480 ± 0.013.
- **Spin in elastic scattering.** With h = sin(θ/2) and c the speed of light, the leading correction multiplies the cross-section by 1 − (v/c)²h² + π(Z/c)(v/c)h(1 − h). It gives η = 0.446 ± 0.011, no resolved change.
- **Fast secondary electrons.** The model deposits energy where it is lost, but energetic secondaries can carry it out of the film. If exchange between the two electrons is left out, close collisions with energy transfer W have the differential cross-section dσ/dW = 2π/(v²W²) per atomic electron. Integrating W times this from W_c to E₀/2 and dividing by S gives the share ln[E₀/(2W_c)]/(2L). An electron of W_c ≈ 1 700 eV has a range of 100 nm in PMMA; with L ≈ 6.1 the share above it is 0.18. Including exchange would lower it to about 0.15.

If all of that 18% left the film, and the returning energy stayed fixed, η would rise to 0.509/0.82 ≈ 0.62. This is an estimate of size, not a correction to apply: some of the energy stays in the film, and the returning electrons make fast secondaries too, as does the silicon beneath.

The energy cutoff has no visible effect where it was tested. Electrons were followed down to 500 eV, and raising the limit to 1 000 eV shifts neither b nor the thin-film and straight-path values of η in the printed digits; the values scored in a film were not recomputed. The sample contains too few slow electrons to say more than that.

**Beside a real process**

The beam energy, film and pad dose are roughly those of PMMA lithography on silicon, and a β of a few micrometres is the usual scale at this energy. As rough figures, empirical fits to measured yields give about 0.16 for silicon at this energy, and fitted values of η lie at about 0.5 to 0.8. The model's b is therefore close to the measured one, and the yield cannot close the gap: with b = 0.164 and the factor 3.27 held fixed, η would be 0.54. From there, a value of 0.7 would need a net loss of about 23% of the forward energy from the film, more than the 18% estimated above. Secondaries that stay in the film but leave the narrow core act more strongly, if a fit counts their energy with the broad term. Moving a share s gives η = (0.509 + s)/(1 − s), which reaches 0.7 at s ≈ 0.11 and 0.84 at s = 0.18. That energy lies at intermediate radii, and how a fit of two widths divides it was not computed. These estimates leave room for 0.7, but they do not show how it arises.

A fitted η also depends on the functional form. In the simulation, 59% of the returning energy lies within β, against 63% for a Gaussian, so the simulated profile is not Gaussian. Fits to developed patterns can also absorb the response of the resist and developer.

The thin-film law is a limit. At 100 nm the scored η is already about 13% above it (uncertain by about 3.5 points from statistics alone), although t/μ is usually far below the electron range, so η depends on film thickness even here. The law should not be used when t/μ is comparable with the range, as with thick resist or a low beam energy, because the energy then changes greatly along the path.

For your correction, use an η measured on your own film stack, beam energy and development process, together with the α and β from the same fit. A yield table cannot replace it. The full numerical output is given below.

Computed values

```
beam energy: 30000 eV
energy cutoff: 500 eV
electrons, bare silicon run: 24000
elastic mean free path in Si at E0: 43.6 nm
screening parameter A in Si at E0: 8.17e-04
PMMA stopping power at E0: 1.119 eV/nm
PMMA stopping power at E0/2: 1.910 eV/nm
Si backscatter yield b: 0.1557 +- 0.0023
mean exit energy: 18096 eV
mean 1/mu (cosine law gives 2): 1.754
mean S(E)/S(E0): 1.670
joint mean / product of means: 0.985
eta, thin-film law: 0.449 +- 0.009
eta, scored in 10 nm film: 0.462 +- 0.015
eta, scored in 100 nm film: 0.509 +- 0.012
eta, straight paths, 100 nm: 0.458 +- 0.010
eta, split at radius 200 nm: 0.509
eta / b, 100 nm film: 3.27
eta / b needed for eta = 0.70: 4.50
forward energy in 100 nm film: 112.9 eV/electron
returning energy in 100 nm film: 57.5 eV/electron
energy carried out of bare Si: 2818 eV/electron
cutoff 500 to 1000 eV, shift of b: 0.0000
same, shift of thin-film eta: 0.0000
same, shift of 100 nm path eta: 0.0000
beta from rms radius: 3517 nm
returning energy inside beta: 0.594
same for a Gaussian: 0.632
chosen alpha: 10 nm
line width, period: 200 nm, 400 nm
grating level / forward level: 1.2546
single-line level / forward level: 1.0163
pad dose (rough): 300 uC/cm2
single-line dose using eta: 446 uC/cm2
single-line dose using b: 345 uC/cm2
exposure reached with b / target: 0.774
Au yield (crude model): 0.519
Au thin-film eta: 1.104 +- 0.028
b with spin correction: 0.1567
eta with spin correction: 0.446 +- 0.011
b with Z^2 -> Z(Z+1): 0.1689
eta with Z^2 -> Z(Z+1): 0.480 +- 0.013
secondary energy with 100 nm range: 1662 eV
share of loss to faster secondaries: 0.180
```
